\section*{Voltage Fluctuations and Capacitance of an Electrochemical Cell at Fixed Charge}

\section{The situation}

In a simulation of an electrolyte between two metal electrodes, the electrode charges can be held at $+Q$ and $-Q$ while the nuclei move. The voltage then fluctuates, because each rearrangement of molecules and ions changes the potential drop across the liquid. In a supercell of about a square nanometre the fluctuation can be close to a volt, far more than the $\sqrt{kT/C}$ suggested by the measured differential capacitance $C$. The capacitance of the cell with its nuclei clamped accounts for the difference:
\begin{equation}
\mathrm{Var}(V)=kT\left[\left\langle\frac{1}{C_{\rm el}}\right\rangle-\frac1C\right].
\label{main}
\end{equation}
Here $C_{\rm el}$ is the clamped-nuclei capacitance and the brackets denote the thermal average over nuclear configurations at fixed $Q$. The quantity averaged is the inverse capacitance. If $C_{\rm el}$ is the same in every configuration, the brackets may be dropped.

\section{Definitions and assumptions}

Let $R$ denote all nuclear positions and $x$ the electronic variables. The energy $W(x,R,Q)$ includes nuclear repulsion. With the electrons relaxed at fixed $R$ and $Q$,
\begin{equation}
U(R,Q)=\min_x W(x,R,Q).
\end{equation}
Moving charge $dQ$ from the negative to the positive electrode at clamped nuclei costs the work $V\,dQ$, so
\begin{equation}
V(R,Q)=\frac{\partial U}{\partial Q},\qquad
\frac1{C_{\rm el}(R,Q)}=\frac{\partial V}{\partial Q}=\frac{\partial^2U}{\partial Q^2}.
\label{defs}
\end{equation}
This $V$ is the electrochemical potential of electrons in the negative electrode minus that in the positive electrode, divided by $e$.

Electronic relaxation enters the two derivatives differently. At the minimum $W_x=0$, with subscripts denoting partial derivatives, so $V=W_Q+W_x\,dx/dQ=W_Q$. Differentiating the condition $W_x=0$ gives $W_{xx}\,dx/dQ+W_{xQ}=0$, and therefore
\begin{equation}
\frac1{C_{\rm el}}=W_{QQ}+W_{Qx}\frac{dx}{dQ}
=W_{QQ}-W_{Qx}W_{xx}^{-1}W_{xQ}.
\end{equation}
A code must therefore let the electrons relax again when it changes $Q$ to obtain $C_{\rm el}$.

The nuclei are classical and in equilibrium at temperature $T$. No charge leaks through the interface, the region open to the nuclei does not depend on $Q$, and $U$ is twice differentiable in $Q$. The full capacitance is defined by $1/C=d\langle V\rangle/dQ$, under the same constraints on volume and ion number as in the sampling. If the electrons are warm, $U$ is replaced by their free energy at clamped nuclei. $V$ is an electronic expectation value, so electronic quantum noise is not part of the variance.

\section{Derivation}

The nuclear momenta contribute a factor independent of $Q$, which is dropped. With $\beta=1/kT$,
\begin{equation}
Z(Q)=\int e^{-\beta U(R,Q)}\,dR,\qquad F(Q)=-kT\ln Z(Q).
\end{equation}
Since the integration region is fixed, the derivative acts on the integrand alone:
\begin{equation}
\frac{dZ}{dQ}=-\beta\int V e^{-\beta U}\,dR=-\beta Z\langle V\rangle,
\qquad
\frac{dF}{dQ}=-\frac{kT}{Z}\frac{dZ}{dQ}=\langle V\rangle .
\label{first}
\end{equation}
The mean voltage is $\langle V\rangle=Z^{-1}\int Ve^{-\beta U}dR$. It depends on $Q$ through $V$, through the Boltzmann factor and through the normalization:
\begin{align}
\frac{d\langle V\rangle}{dQ}
&=\frac1Z\int\frac{\partial V}{\partial Q}e^{-\beta U}dR
-\frac{\beta}{Z}\int V^2e^{-\beta U}dR
-\frac{1}{Z^2}\frac{dZ}{dQ}\int Ve^{-\beta U}dR\nonumber\\
&=\left\langle\frac1{C_{\rm el}}\right\rangle
-\beta\langle V^2\rangle+\beta\langle V\rangle^2 .
\end{align}
The last term is positive because $dZ/dQ=-\beta Z\langle V\rangle$. The left side is $1/C$ and the last two terms combine to $-\beta\,\mathrm{Var}(V)$, so
\begin{equation}
\frac1C=\left\langle\frac1{C_{\rm el}}\right\rangle-\frac{\mathrm{Var}(V)}{kT},
\label{estimator}
\end{equation}
which is Eq.~\eqref{main} rearranged.

A variance cannot be negative, so $1/C\le\langle1/C_{\rm el}\rangle$: nuclear motion adds screening. A series element whose voltage depends on $Q$ alone, and not on $R$, adds the same amount to both inverse capacitances and cancels from the variance. Such an element adds to the mean voltage without adding noise. A constant clamped capacitance is not enough for this, since the voltage may still move with the nuclei.

\section{When the clamped capacitance varies}

For positive $C_{\rm el}$, convexity of the inverse gives $\langle1/C_{\rm el}\rangle\ge1/\langle C_{\rm el}\rangle$. Using the inverse of the mean capacitance therefore underestimates the variance whenever $C_{\rm el}$ fluctuates.

A small quantum model gives an example. One electron occupies three sites and is coupled to a classical nuclear coordinate, here called $x$. In model units,
\begin{equation}
U=2Q^2+\tfrac12Qx+\tfrac12x^2+\tfrac1{10}x^4+\lambda_0(Q+x),
\end{equation}
where $\lambda_0(s)$ is the lowest eigenvalue of a matrix with diagonal $(-2s,0,2s)$ and nearest-neighbour elements $-1$. At $Q=0.3$ and $kT=0.7$, $\langle1/C_{\rm el}\rangle=3.225$, and the second derivative of $F$ gives $1/C=2.176$. Equation~\eqref{main} yields $0.7(3.225-2.176)=0.734$, equal to the variance computed directly from the distribution of $V$. The inverse of the mean capacitance is 2.914, which would give 0.517, or 30\% below the true variance.

\section{An aqueous slit}

\subsection{Model}

The second example has the size of a simulation supercell: area $A=1~\mathrm{nm^2}$, liquid thickness $L=3$ nm and temperature 298.15 K. Charge and field are averaged over the area. An effective vacuum gap $g=0.05$ nm at each electrode stands for the compact layer. Two cations and two anions of charge $\pm e$ occupy ten planes, at most one ion per plane. The liquid is divided into twenty half-layers of thickness $\ell=0.15$ nm and volume $v=A\ell$, each with five freely rotating dipoles of 4.4 D. This effective dipole absorbs short-range correlations between molecules.

In each half-layer, Gauss's law fixes the displacement $D=(Q+Q_{\rm ion})/A$, where $Q_{\rm ion}$ is the ionic charge between it and the positive electrode. Let $P$ be the polarization of the rotating dipoles and $P_e$ the electronic polarization. The energy before electronic relaxation is
\begin{equation}
w=v\left[\frac{(D-P-P_e)^2}{2\varepsilon_0}
+\frac{P_e^2}{2\varepsilon_0(\varepsilon_\infty-1)}\right],\qquad \varepsilon_\infty=1.8 .
\end{equation}
Setting $\partial w/\partial P_e=0$ gives $P_e=(\varepsilon_\infty-1)(D-P-P_e)$, hence $D-P-P_e=(D-P)/\varepsilon_\infty$. Substitution yields
\begin{equation}
u=\frac{v(D-P)^2}{2\varepsilon_0}\,
\frac{1+(\varepsilon_\infty-1)}{\varepsilon_\infty^2}
=\frac{v(D-P)^2}{2\varepsilon_0\varepsilon_\infty}.
\end{equation}
The gaps store $Q^2(2g)/(2\varepsilon_0A)$. Since $\partial D/\partial Q=1/A$, differentiating the total energy once and twice gives
\begin{align}
V&=\frac{2gQ}{\varepsilon_0A}
+\sum_{\text{half-layers}}\frac{\ell(D-P)}{\varepsilon_0\varepsilon_\infty},\\
\frac1{C_{\rm el}}&=\frac{1}{\varepsilon_0A}\left(2g+\frac{L}{\varepsilon_\infty}\right).
\label{clamped}
\end{align}
In this model $C_{\rm el}$ is the same for all configurations. The length in brackets is $0.10+3/1.8=1.767$ nm, so $C_{\rm el}/A=0.501~\mu\mathrm{F/cm^2}$.

\subsection{Result}

The electrode charge is $0.25e$, or $4.0~\mu\mathrm{C/cm^2}$. All ion arrangements are summed and the dipole orientations integrated. The second derivative of the resulting free energy gives $C/A=8.21~\mu\mathrm{F/cm^2}$. Then
\begin{equation}
\mathrm{Var}(V)=\frac{kT}{C_{\rm el}}-\frac{kT}{C}
=0.8213-0.0501=0.7712~\mathrm{V^2},
\end{equation}
a standard deviation of 0.88 V. The variance computed from the voltage distribution is also $0.7712~\mathrm{V^2}$.

The mean voltage is 0.465 V, of which 0.452 V falls across the gaps. The gaps thus carry nearly all the mean voltage and none of the noise. The absence of noise follows from treating them as vacuum. A real compact layer contains moving water, so its clamped and full capacitances differ. If each gap were instead a 0.3 nm water layer with full permittivity 6, which makes the same contribution to $1/C$, and clamped permittivity 1.8, the two layers would add about $0.11~\mathrm{V^2}$.

\subsection{Limiting cases}

Without ions and at low field, the dipole liquid has permittivity $\varepsilon=76.7$. This value belongs to half-layers in which five dipoles share one field; with many dipoles per half-layer at the same density it would be 67.5, which would change the variance below by only about 0.3\%. For a linear dielectric, $1/C$ is Eq.~\eqref{clamped} with $\varepsilon_\infty$ replaced by $\varepsilon$. The gaps cancel, leaving
\begin{equation}
\mathrm{Var}(V)=\frac{kT\,L}{\varepsilon_0A}
\left(\frac1{\varepsilon_\infty}-\frac1\varepsilon\right)=0.757~\mathrm{V^2}.
\end{equation}
The full dipole calculation without ions gives $0.756~\mathrm{V^2}$. In the opposite limit, mobile charge screens the liquid completely and only the gaps contribute to $1/C$. Then $\mathrm{Var}(V)=kTL/(\varepsilon_0\varepsilon_\infty A)=0.775~\mathrm{V^2}$. At the electrode charge used here, the slit with two ion pairs lies between these values. Large static screening does not suppress the noise; it brings the noise close to the value set by electronic screening alone. That value is not an upper bound. With only four discrete ions, $C$ depends on $Q$: at charges sampled between 0 and $1.5e$, $C/A$ ranges from 8.0 to $8.95~\mu\mathrm{F/cm^2}$. At $Q=0$ the liquid's part of $1/C$ is slightly negative, and the variance, $0.7754~\mathrm{V^2}$, lies just above the complete-screening value of $0.7749~\mathrm{V^2}$.

The variance can also be split by ion arrangement. Dipole motion at fixed ions contributes $0.7557~\mathrm{V^2}$ on average, and the variation of the mean voltage between arrangements contributes $0.0155~\mathrm{V^2}$. A run too short for the ions to move would, averaged over equilibrium arrangements, see the first part alone. Equation~\eqref{estimator} would then give $kT/C=0.8213-0.7557=0.0656~\mathrm{V^2}$ instead of 0.0501, and a capacitance of about $6.3~\mu\mathrm{F/cm^2}$ instead of 8.2. The theorem still holds for each frozen arrangement, but the capacitance it returns is that of the solvent with ions fixed.

\section{Use as an estimator}

At each sampled configuration, record $V$. Then freeze the nuclei, change $Q$ slightly, relax the electrons again and obtain $1/C_{\rm el}$ from the change in $V$. Equation~\eqref{estimator} gives $1/C$. Both terms must refer to the whole cell, including any vacuum or gap across which $V$ is measured.

The weakness of this estimator is cancellation. For $N$ independent, nearly Gaussian samples, the relative standard error of the variance is $\sqrt{2/N}$. If $\langle1/C_{\rm el}\rangle$ is known well, the relative error of $1/C$ is
\begin{equation}
\frac{\delta(1/C)}{1/C}=\sqrt{\frac2N}\,\frac{\mathrm{Var}(V)}{kT/C}.
\label{error}
\end{equation}
For the slit the last factor is $0.7712/0.0501=15.4$. A 10\% error requires $N=2(15.4/0.1)^2$, about 47,000 independent samples. Correlated time steps count for less.

A direct draw of 200,000 independent configurations shows the amplification. It gave a variance of $0.7656~\mathrm{V^2}$, which is 0.7\% below the integrated value and 2.3 times the expected standard error. Inserted into Eq.~\eqref{estimator}, it gives $kT/C=0.0557~\mathrm{V^2}$, an error of 11\%.

The alternative is to difference the mean voltages of two runs whose charges differ by $\Delta Q$. With $N/2$ samples in each run and standard deviation $\sigma$ in both, the error of the difference is $2\sigma/\sqrt N$, so
\begin{equation}
\delta(1/C)_{\rm diff}=\frac{2\sigma}{\sqrt N\,\Delta Q},\qquad
\delta(1/C)_{\rm fluct}=\sqrt{\frac2N}\,\frac{\sigma^2}{kT}.
\end{equation}
At equal total $N$, differencing has the smaller statistical error when $\Delta Q>\sqrt2\,kT/\sigma$. With $kT=25.7$ meV and $\sigma=0.878$ V this threshold is $0.041e$. Differencing returns the average of $1/C$ over the interval $\Delta Q$, so the interval must also be small enough for $C$ to be nearly constant. The fluctuation formula needs sampling at only one charge and also serves as a consistency check on both calculations.

\section{Quantum nuclei}

Consider one nuclear mode with coordinate $q$, mass $m$ and frequency $\omega$, coupled to the charge by $\gamma Qq$. Completing the square,
\begin{equation}
\tfrac12m\omega^2q^2+\gamma Qq
=\tfrac12m\omega^2\left(q+\frac{\gamma Q}{m\omega^2}\right)^2
-\frac{\gamma^2Q^2}{2m\omega^2}.
\end{equation}
The shift of origin leaves the oscillator spectrum unchanged, so the mode contributes $-\gamma^2/(m\omega^2)$ to $1/C$ in both classical and quantum mechanics. The voltage variance is $\gamma^2\mathrm{Var}(q)$. Classically $\mathrm{Var}(q)=kT/(m\omega^2)$, while the quantum value is $(\hbar/2m\omega)\coth(\hbar\omega/2kT)$. Their ratio is
\begin{equation}
\frac{\mathrm{Var}_{\rm quantum}}{\mathrm{Var}_{\rm classical}}
=y\coth y,\qquad y=\frac{\hbar\omega}{2kT}.
\end{equation}
This tends to 1 for $y\ll1$ and to $y$ for $y\gg1$. For a water libration at roughly $700~\mathrm{cm^{-1}}$ it is 1.81. If the whole variance of the slit belonged to such a mode, it would rise from 0.77 to about $1.39~\mathrm{V^2}$. The model has no dynamics and does not say what share belongs there. Equation~\eqref{main} therefore applies to simulations with classical nuclei; inserting a variance from quantum nuclei would make $1/C$ too small.

\section{Comparison with a real interface}

The parameters are rough values for a metal electrode in aqueous salt of about 1 mol/L; the cell contains 1.1 mol/L. Two equal interfaces in series with a total of $8.2~\mu\mathrm{F/cm^2}$ correspond to about $16~\mu\mathrm{F/cm^2}$ each, within the usual order of tens. This is mostly a consequence of the chosen gaps, which supply 93\% of $1/C$ at this charge, and not a prediction of the model. The 3 nm spacing is chosen to suit a supercell and is far smaller than in a laboratory cell. Real nuclei are not classical. The resulting change in the variance is not known for this model; it would be a factor of 1.81 if the whole variance belonged to the libration considered above. Real electrodes also leak: at $1~\mu\mathrm{A/cm^2}$ the charge would be lost in about 4 s, which is negligible over nanoseconds but not in a slow measurement. Tunnelling through a flat 1 eV barrier across the liquid is suppressed by a factor of a few times $10^{-14}$. A voltage across the liquid tilts the barrier and weakens the suppression: for a uniform field the semiclassical exponential factor, without its prefactor, is about $4\times10^{-8}$ at 1.2 V if the barrier is 1 eV at the emitting electrode, but only about $7\times10^{-14}$ if it is 1 eV at mid-gap. The model does not fix the barrier alignment, so none of these values is an estimate of leakage in the fluctuating cell.

Lateral structure is missing from the model. Two ions 0.5 nm apart in the dipole liquid interact with an energy of about $1.5\,kT$, so their arrangement is not quantitative. Its influence on the noise is limited by the theorem: with $C_{\rm el}$ unchanged, a better description of the ions can alter the variance through $kT/C$ alone. Doubling $1/C$ would lower the variance by 6.5\%. Removing one water molecule in five, with $\varepsilon_\infty$ and the ions unchanged, lowers it by 0.2\%. Heating to 353.15 K at fixed density, charge and dipole raises it to $0.913~\mathrm{V^2}$, nearly in proportion to $T$.

The mean voltage lies below the rough 1.2 V stability window of water, yet more than a fifth of the configurations have $|V|>1.2$ V. The model contains no electron transfer and cannot say whether such excursions cause reactions. In a simulation that permits transfer, they are a reason to check that $Q$ really stays fixed.

For a larger uniform cell at the same spacing, both capacitances grow with area and the standard deviation falls as $A^{-1/2}$. At $1~\mathrm{cm^2}$ it would be 88 nV. This is the full-bandwidth value, including molecular frequencies, and should not be compared directly with the reading of a slow voltmeter. If a potentiostat holds the voltage instead, the charge fluctuates and Eq.~\eqref{main} does not apply. The main values are listed in the numerical output.

\section*{Computed results}
\begin{verbatim}
Three-site electron with classical nucleus, model units
model kT: 0.7 (model energy)
model charge: 0.3 (model charge)
smallest 1/C_el on grid: 1.172 (model)
largest 1/C_el on grid: 3.996 (model)
average of 1/C_el: 3.22479 (model)
inverse of average C_el: 2.91391 (model)
1/C from free energy: 2.17595 (model)
variance from distribution: 0.734184 (model)
variance from theorem: 0.734184 (model)
variance with inverse of average: 0.516569 (model)
Aqueous slit, inputs
temperature: 298.15 K
kT: 25.69 meV
area: 1 nm2
liquid thickness: 3 nm
effective gap per electrode: 0.05 nm
electronic permittivity: 1.8 (relative)
effective water dipole: 4.4 D
ion pairs: 2 per cell
salt concentration: 1.107 mol/L
electrode charge: 4.005 uC/cm2
Aqueous slit, results
low-field permittivity of dipole liquid: 76.73 (relative)
mean voltage: 0.4647 V
voltage across effective gaps: 0.4524 V
clamped capacitance: 0.5012 uF/cm2
full capacitance: 8.209 uF/cm2
kT/C_el: 0.821342 V2
kT/C: 0.0501423 V2
variance from distribution: 0.7712 V2
variance from theorem: 0.7712 V2
variance from random samples: 0.7656 V2
solvent part of variance: 0.7557 V2
ion part of variance: 0.01547 V2
standard deviation of voltage: 0.8782 V
same scaled to 1 cm2: 87.82 nV
samples for 10 percent error in 1/C: 4.73e+04 (independent)
Neglected effects, rough inputs
libration wavenumber assumed: 700 cm-1
quantum/classical variance of that mode: 1.808 (ratio)
variance without ions: 0.7562 V2
ion contact energy at 0.5 nm: 1.46 kT
variance with 20% fewer waters: 0.7693 V2
variance at 353.15 K: 0.9127 V2
charge holding time at 1 uA/cm2: 4.01 s
tunnelling factor, 1 eV barrier: 4.5e-14 
mean field in liquid: 0.0409 MV/cm
rms field fluctuation: 2.93 MV/cm
time share with |V| above 1.2 V: 23.6 %
\end{verbatim}
